\section*{Hubbard U of a d Shell from Two Linear Responses}

\section{The problem}

Nickel oxide is an antiferromagnet that can pin a magnetic layer in a spin valve. Semilocal density functionals describe its localized 3d electrons poorly, and one remedy is to add a Hubbard correction on the d shell. The correction needs a number, the interaction $U$, which can be computed from the response of the shell to a small potential.

Take one d shell in a transition-metal oxide. A potential shift $\alpha$, equal for all its orbitals and both spins, adds the term $\alpha\,\hat n$ to the Hamiltonian, where $\hat n$ counts the d electrons of that shell and $n$ is its expectation value. Two slopes $dn/d\alpha$ at $\alpha=0$ are given:
\begin{itemize}
\item the bare response $\chi_0=-0.40$ per eV, with the Hartree and exchange-correlation potential frozen in its unshifted form;
\item the self-consistent response $\chi=-0.15$ per eV, with that potential allowed to follow the density.
\end{itemize}

(a) Express $U$ through $\chi_0$ and $\chi$, and state the assumptions. (b) Compute it. (c) Show which part of the energy it measures. (d) Find how well the two given numbers, and a finite shift, determine it. (e) Estimate the influence of other d sites.

\section{Hints}

\begin{enumerate}
\item Raising the shell by $\alpha>0$ drives electrons out. What does the repulsion among those that remain do to the potential felt by the shell?
\item In the self-consistent calculation the electrons respond to the total change of potential, and they do so with the bare response.
\item An inverse response is an energy per electron. Consider the lowest energy at a prescribed occupation $n$, and differentiate it twice.
\item For part (d), differentiate $1/\chi$ before putting in numbers.
\item For part (e), let a neighbouring site respond to the first one and act back on it.
\end{enumerate}

\section{Solution}

\subsection{The formula}

Let $\delta n$ be the change of occupation caused by $\alpha$. Assume that the induced potential on the shell is uniform over its orbitals and proportional to $\delta n$, and that induced potentials on all other sites can be neglected. The constant of proportionality defines $U$, so the total change of potential on the shell is
\begin{equation}
v=\alpha+U\,\delta n .
\label{eq:v}
\end{equation}
For $\alpha>0$ we have $\delta n<0$. With $U>0$ the second term is negative: fewer electrons repel each other less, and the shell is lowered again. The interaction therefore opposes the applied shift.

To first order, electrons in a given potential respond with $\chi_0$, whatever the origin of the potential. Hence
\begin{equation}
\delta n=\chi_0\left(\alpha+U\,\delta n\right).
\end{equation}
Collecting $\delta n$ on the left gives $(1-U\chi_0)\,\delta n=\chi_0\alpha$, and division by $\alpha$ gives
\begin{equation}
\chi=\frac{\delta n}{\alpha}=\frac{\chi_0}{1-U\chi_0}.
\label{eq:dyson}
\end{equation}
The inverse of this equation is $1/\chi=1/\chi_0-U$, so that
\begin{equation}
U=\frac{1}{\chi_0}-\frac{1}{\chi}.
\label{eq:U}
\end{equation}

Equation (\ref{eq:dyson}) has three instructive limits. For $U|\chi_0|\ll1$ the two responses nearly coincide, and $U=(\chi-\chi_0)/(\chi\chi_0)\approx(\chi-\chi_0)/\chi_0^2$ rests on a small difference. For $U|\chi_0|\gg1$ the response tends to $-1/U$ and no longer depends on $\chi_0$. For an attractive interaction the denominator vanishes at $U=1/\chi_0$; there the shell is unstable and linear response fails.

\subsection{The number}

The two inverses are
\begin{equation}
\frac1{\chi_0}=\frac{1}{-0.40}=-2.50\ \text{eV},\qquad
\frac1\chi=\frac{1}{-0.15}=-6.67\ \text{eV},
\end{equation}
and therefore
\begin{equation}
U=-2.50+6.67=4.17\ \text{eV}\quad(0.153\ \text{hartree}).
\end{equation}
As a check of signs, $1-U\chi_0=1+4.17\times0.40=2.67$, which equals $\chi_0/\chi=0.40/0.15$. The interaction reduces the response by this factor.

The order of operations matters. Inverting the difference of the responses gives $1/(\chi-\chi_0)=1/0.25=4.0$ eV, which is close to $U$ by accident. With $\chi=-0.30$ per eV and the same $\chi_0$, that expression would give $10$ eV, whereas equation (\ref{eq:U}) gives $-2.50+3.33=0.83$ eV.

\subsection{What the energy difference means}

Let $E(n)$ be the lowest energy of the system when the shell is held at occupation $n$. With the shift present, the system minimizes $E(n)+\alpha n$, so
\begin{equation}
\frac{dE}{dn}=-\alpha .
\end{equation}
Differentiating with respect to $\alpha$ gives $E''(n)\,dn/d\alpha=-1$, or
\begin{equation}
E''=-\frac1\chi .
\end{equation}
The same argument applies to independent electrons in the frozen potential. Their lowest energy $E_0(n)$ obeys $E_0''=-1/\chi_0$. Subtraction gives
\begin{equation}
E''-E_0''=-\frac1\chi+\frac1{\chi_0}=U .
\end{equation}

The total curvature is 6.67 eV. Of this, 2.50 eV is present without any induced interaction, because a change of occupation distorts the bonds between the shell and its surroundings. Using $-1/\chi$ alone would count this band contribution as repulsion. In a density-functional calculation, $U$ is the curvature that the interactions of the functional in use add, for the chosen definition of the d occupation. It is pure interaction energy only when the surroundings do not screen. Since $E_0(n)$ is the lowest one-body energy at given $n$, any screening rearrangement of charge on other sites raises the one-body energy, and that cost is contained in $U$ as well. It is not a universal constant of the atom.

\subsection{A model in which each step can be followed}

Let a d orbital of energy $\Delta$ be coupled to a ligand orbital of energy zero by a hopping $-t$, with one electron in the pair. Take four equivalent, independent copies (two orbitals, two spins), called channels. In the lower eigenstate the d weight is
\begin{equation}
w=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4t^2}}\right).
\end{equation}
A shift of the d level changes $\Delta$, and
\begin{align}
\frac{dw}{d\Delta}
&=-\frac12\left[\frac{1}{(\Delta^2+4t^2)^{1/2}}-\frac{\Delta^2}{(\Delta^2+4t^2)^{3/2}}\right]\nonumber\\
&=-\frac{2t^2}{(\Delta^2+4t^2)^{3/2}} .
\end{align}
Since $n=4w$, the bare response is $\chi_0=-8t^2/(\Delta^2+4t^2)^{3/2}$. Choose $\Delta=2t$. The denominator is then $8^{3/2}t^3=22.6\,t^3$, so $\chi_0=-0.354/t$. The given bare response requires $t=0.884$ eV and $\Delta=1.77$ eV. The four channels hold $n=2(1-1/\sqrt2)=0.586$ d electrons.

The band curvature can be found without using the response. At fixed $w$, the lowest energy of one channel is
\begin{equation}
\varepsilon(w)=\Delta w-2t\sqrt{q},\qquad q=w(1-w).
\end{equation}
With $q'=1-2w$, $q''=-2$ and $q'^2=1-4q$,
\begin{equation}
\frac{d^2\sqrt q}{dw^2}=\frac{q''}{2q^{1/2}}-\frac{q'^2}{4q^{3/2}}
=-\frac{4q+1-4q}{4q^{3/2}}=-\frac{1}{4q^{3/2}},
\end{equation}
so $\varepsilon''=t/(2q^{3/2})>0$. Because $\varepsilon$ is convex, the lowest total energy at fixed $n$ has equal weights $w=n/4$ in all channels. Then $E_0(n)=4\varepsilon(n/4)$ and
\begin{equation}
E_0''=\frac{\varepsilon''}{4}=\frac{t}{8q^{3/2}} .
\label{eq:band}
\end{equation}
At $\Delta=2t$ one has $q=1/8$, and $E_0''=0.884\times22.6/8=2.50$ eV, in agreement with $-1/\chi_0$.

Now add the mean-field energy $\tfrac12U(n-n_{\rm ref})^2$, where $n_{\rm ref}$ is the unshifted occupation. Its derivative is the induced potential in equation (\ref{eq:v}). With $U=4.1667$ eV, iterating this model to self-consistency under small shifts of both signs gives $\chi=-0.150$ per eV, the second given response. Numerical differentiation of the constrained energy gives a total curvature of 6.67 eV.

\subsection{How well the inputs determine U}

Differentiating equation (\ref{eq:U}) gives
\begin{equation}
\delta U=-\frac{\delta\chi_0}{\chi_0^2}+\frac{\delta\chi}{\chi^2}.
\label{eq:error}
\end{equation}
An error of 0.01 per eV in $\chi$ moves $U$ by $0.01/0.15^2=0.44$ eV. The same error in $\chi_0$ moves it by $0.01/0.40^2=0.06$ eV. For equal absolute errors, the smaller, self-consistent response therefore weighs $(\chi_0/\chi)^2\approx7$ times more; for equal relative errors the factor is $\chi_0/\chi\approx2.7$. Both responses must be converged accordingly.

If both inputs are rounded to two decimals, each is uncertain by up to 0.005 per eV. The extreme combinations give $U$ between 3.92 and 4.43 eV. The data thus support $U\approx4.2$ eV with an uncertainty of about 0.25 eV from rounding alone; further digits serve to check the arithmetic.

Equation (\ref{eq:error}) also shows why the method becomes delicate when both responses are small. This happens for a nearly full or nearly empty shell whose level lies far from the states it mixes with. Filling alone does not decide it: in the pair model equation (\ref{eq:band}) gives $\chi_0=-8q^{3/2}/t$, which is small only on the scale $1/t$. Suppose $\chi_0=-0.020$ per eV with the same $U$. Then $1/\chi=-50-4.17=-54.2$ eV and $\chi=-0.0185$ per eV. An error of only 0.001 per eV in $\chi$ now moves $U$ by about 2.9 eV, to first order.

The shift used in a calculation is finite, and this brings a separate error. Write $\kappa=E_0''$ and $\lambda=E_0'''$ at $n_{\rm ref}$. To second order in the change of occupation, the condition $dE/dn=-\alpha$ reads
\begin{align}
\alpha&=-(\kappa+U)\,\delta n-\tfrac12\lambda\,\delta n^2,\\
\alpha&=-\kappa\,\delta n_0-\tfrac12\lambda\,\delta n_0^2,
\end{align}
with and without self-consistency. A one-sided difference uses $\delta n/\alpha$ and $\delta n_0/\alpha$ as the responses, and so estimates
\begin{equation}
\frac{\alpha}{\delta n_0}-\frac{\alpha}{\delta n}
=U+\tfrac12\lambda\,(\delta n-\delta n_0).
\label{eq:onesided}
\end{equation}
For the pair model, differentiating equation (\ref{eq:band}) with $dq/dn=(1-2w)/4$ gives
\begin{equation}
\lambda=-\frac{3\kappa(1-2w)}{8q}=-3\times2.50\times0.707=-5.3\ \text{eV}.
\end{equation}
With $\alpha=0.10$ eV the linear changes are $\delta n=-0.015$ and $\delta n_0=-0.040$, so the predicted error is $\tfrac12(-5.3)(0.025)=-0.066$ eV. The full calculation gives $-0.067$ eV. Using $\pm\alpha$ and the symmetric difference removes the terms of even order in $n(\alpha)$. The remaining error is of order $\alpha^2$ and amounts to 0.003 eV here. When the shift is halved, the one-sided error falls by a factor 2.0 and the symmetric one by 4.0, as these orders require.

\subsection{Other d sites}

In a crystal, charge leaving one d shell partly reaches others, which interact too. Assume that only the d sites carry interactions. If their occupation changes, shifts and interactions are collected in vectors and a matrix $K$, self-consistency reads $\chi=\chi_0+\chi_0K\chi$, where $\chi_0$ and $\chi$ are now matrices. Multiplying by $\chi_0^{-1}$ from the left and $\chi^{-1}$ from the right gives
\begin{equation}
K=\chi_0^{-1}-\chi^{-1}.
\end{equation}
The on-site interaction is a diagonal element of $K$. Equation (\ref{eq:U}) uses instead the inverses of single diagonal elements, which is a different quantity.

To estimate the difference, consider a ring of alternating d and ligand orbitals in which each d site has the same on-site interaction $U_1$ and the ligands have none. Let $c$ be the bare diagonal response and $g$ the bare response of a nearest d site. If the first site feels the total potential $v$, a neighbour changes by $\delta n_r=gv+cU_1\delta n_r$, when responses between the other sites are neglected. Thus $\delta n_r=gv/(1-U_1c)$. The two neighbours act back, and the first site responds as
\begin{equation}
\delta n_1=\tilde c\,v,\qquad
\tilde c=c+\frac{2g^2U_1}{1-U_1c}.
\end{equation}
The self-consistent diagonal response then obeys $1/\chi_{11}=1/\tilde c-U_1$, and the single-site formula yields
\begin{equation}
\frac1c-\frac1{\chi_{11}}=U_1+\frac{\tilde c-c}{c\,\tilde c}.
\end{equation}
The last term is positive: the repulsion on the neighbours makes it harder to move charge, and the formula assigns this stiffness to the first site.

A ring of eight cells, with level offset twice the hopping and tuned to the same two diagonal responses, has a hopping of 0.854 eV and $g=0.0172$ per eV. With $U_1=4.16$ eV the estimate is $\tilde c-c\approx2(0.0172)^2(4.16)/2.66=0.0009$ per eV, and the excess is about $0.0009/0.40^2=0.006$ eV. The full matrix calculation gives 4.161 eV for the on-site element and 4.167 eV for the single-site formula, the same difference. In this ring the nearest d sites account for nearly all of it, and it is small because $g$ is small compared with $|c|$. A small $g$ alone is not enough in general, since more distant d sites can respond more strongly than the nearest ones. The numbers hold for a ring without interactions between sites and do not carry over to every crystal.

\subsection{Beside the real material}

Values of $U$ used for NiO are several electronvolts and depend on the functional, the d projector and the treatment of exchange. The models above have a $U$ of that order but are not calculations of NiO. Temperature is a minor matter for their electrons: the ring has a gap of 1.71 eV, and the factor $\exp[-\text{gap}/(2k_BT)]$ at 300 K is about $5\times10^{-15}$. Two simplifications can matter more. Real ligands carry their own interactions, and the shell in a magnetic oxide is spin-polarized. In the small models of the variations, with the interaction parameters chosen there, these change the reading of $U$ by 1.0 eV and, in the limit of a fully inert majority spin, by 0.5 eV. The amounts do not carry over to a crystal, where a shell has several ligand neighbours. At an interface with a metallic magnetic layer the surroundings of the shell differ from those in the bulk, so both responses should be recomputed there.

\section{Variation 1: a ligand that also repels}

\textbf{Question.} In the closed pair model, let the shell have interaction $U_d$, the ligand $U_p$, and let the two repel each other with $V$. What does equation (\ref{eq:U}) return? Find $U_d$ for the given responses if $U_p=3.0$ eV and $V=2.0$ eV, both chosen values.

\textbf{Solution.} The changes of potential are
\begin{align}
v_d&=\alpha+U_d\,\delta n_d+V\,\delta n_p,\\
v_p&=V\,\delta n_d+U_p\,\delta n_p .
\end{align}
No charge leaves the pair, so $\delta n_p=-\delta n_d$. A potential common to both orbitals moves no charge, and the response depends on the difference
\begin{equation}
v_d-v_p=\alpha+(U_d+U_p-2V)\,\delta n_d .
\end{equation}
Comparison with equation (\ref{eq:v}) shows that the formula returns $U_d+U_p-2V$, the interaction cost of moving charge between ligand and shell. Setting this equal to 4.17 eV gives
\begin{equation}
U_d=4.17-3.0+4.0=5.17\ \text{eV}.
\end{equation}
A self-consistent calculation with these three interactions indeed returns 4.17 eV from the two responses. The repulsion within the shell is here 1.0 eV larger than the value extracted. The sign of the difference depends on the surroundings: for $U_p>2V$ the extracted value would exceed $U_d$.

\section{Variation 2: a spin-polarized shell}

\textbf{Question.} Exchange makes the repulsion between equal spins, $K_s$, weaker than that between opposite spins, $K_o$. Let $K_s=3.67$ eV and $K_o=4.67$ eV, a chosen splitting of 1.0 eV. What does equation (\ref{eq:U}) return if both spins respond equally, and if one spin is inert?

\textbf{Solution.} The potential on spin $\sigma$ changes by
\begin{equation}
v_\sigma=\alpha+K_s\,\delta n_\sigma+K_o\,\delta n_{-\sigma}.
\end{equation}
If both spins respond equally, each changes by $\delta n/2$, and
\begin{equation}
v_\sigma=\alpha+\tfrac12(K_s+K_o)\,\delta n .
\end{equation}
The formula returns the mean, 4.17 eV. If the majority shell is full and lies so deep that it does not respond, then $\delta n_{-\sigma}=0$ for the minority spin and $\delta n=\delta n_\sigma$. The formula then returns $K_s=3.67$ eV. Self-consistent calculations of both cases give these values. The second case is a limit that is approached slowly. In the pair model a majority level 3 eV below the ligand level is 93\% full, yet its two channels still respond with $-4t^2/(\Delta^2+4t^2)^{3/2}=-0.074$ per eV, and the formula returns about 4.05 eV.

The interactions are held fixed in this comparison, while the responses are not: with half of the channels inert, the bare response drops from $-0.40$ to $-0.20$ per eV. When only one spin responds, the exchange reduction between equal spins is already contained in the extracted number, and subtracting it again would count it twice. Before a linear-response $U$ enters a corrected functional, one must therefore know which spins responded and which interaction that functional expects.

Most of the values computed in the solution and in both variations can be compared with the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
bare response chi0 = -0.40 1/eV
self-consistent response chi = -0.15 1/eV
1/chi0 = -2.5000 eV
1/chi = -6.6667 eV
Hubbard U = 4.1667 eV
Hubbard U = 0.1531 hartree
reduction factor chi0/chi = 2.6667
1 - U*chi0 = 2.6667
wrong: inverse of difference = 4.0000 eV
wrong: only -1/chi = 6.6667 eV
dU per 0.01/eV error in chi = 0.4444 eV
dU per 0.01/eV error in chi0 = 0.0625 eV
U range from input rounding: 3.920 to 4.427 eV
pair model: hopping = 0.8839 eV
pair model: d-ligand offset = 1.7678 eV
pair model: d occupation in channels = 0.5858
pair model: self-consistent chi = -0.15000 1/eV
energy curvature, no interaction = 2.5000 eV
energy curvature, with U = 6.6667 eV
curvature difference = 4.1667 eV
ligand case: U_p = 3.0 eV, V = 2.0 eV
ligand case: shell U_d = 5.1667 eV
ligand case: scalar formula gives 4.1667 eV
spin case: kernel splitting = 1.0 eV
spin case: both spins respond, U = 4.1667 eV
spin case: one spin responds, U = 3.6667 eV
finite shift = 0.10 eV
U error, symmetric shifts = 0.00336 eV
U error, one-sided shift = -0.06715 eV
error ratio on halving, symmetric = 4.00
error ratio on halving, one-sided = 2.01
ring: number of cells = 8
ring: hopping = 0.8537 eV
ring: nearest d-d bare response = 0.0172 1/eV
ring: on-site U from matrix = 4.1606 eV
ring: U from scalar formula = 4.1667 eV
ring: scalar minus matrix = 0.0060 eV
ring: gap = 1.7073 eV
thermal factor at 300 K = 4.6e-15
\end{verbatim}
